# First half: from the Dirac equation to the pair number of one mode

## 1. Definitions and conventions

Units are \(\hbar=c=1\), so that energy, momentum and inverse length are all measured by the electron mass \(m\). The electron has charge \(-e\) with \(e>0\). A prescribed electric field, uniform in space and constant in time, has strength \(E>0\) and points along \(-z\). The force on an electron is the product of two negative quantities, \((-e)(-E)=+eE\), and points along \(+z\).

Two approximations hold throughout. The field is classical and is not changed by the particles it creates, and the created particles do not interact with one another. Each electron state then obeys the one-particle Dirac equation, and the vacuum is the state in which all negative-energy levels are filled.

The scalar potential is set to zero. Since the electric field is \(-\partial_t\mathbf A\), the choice \(A_z=Et\) gives a field \(-E\) along \(z\), as required. The kinetic momentum of a charge \(-e\) is the canonical momentum plus \(e\mathbf A\), and the Dirac equation reads

\[
i\partial_t\Psi=\left[\boldsymbol\alpha\cdot(-i\nabla+e\mathbf A)+\beta m\right]\Psi .
\]

The matrices \(\alpha_x,\alpha_y,\alpha_z,\beta\) are Hermitian, have unit square and anticommute with one another.

The potential does not depend on position, so canonical momentum is conserved. For \(\Psi=e^{i\mathbf k\cdot\mathbf x}\psi(t)\) the equation becomes \(i\dot\psi=H(t)\psi\), with

\[
H(t)=\alpha_z\,\pi(t)+M,\qquad \pi(t)=k_z+eEt,
\]
\[
M=\boldsymbol\alpha_\perp\cdot\mathbf p_\perp+\beta m .
\]

Here \(\mathbf p_\perp=(k_x,k_y)\) is constant, while the kinetic momentum \(\pi\) along the force grows at the rate \(eE\). Each \(\mathbf k\) is a separate problem with four components.

## 2. The two energy branches

In \(M^2\) the cross terms cancel, because different Dirac matrices anticommute. What remains is

\[
M^2=p_\perp^2+m^2\equiv\varepsilon^2 .
\]

The matrix \(\alpha_z\) anticommutes with every term of \(M\), so the cross terms cancel in \(H^2\) as well:

\[
H^2=\pi^2+\pi(\alpha_zM+M\alpha_z)+M^2=\pi^2+\varepsilon^2 .
\]

The instantaneous energies are therefore \(\pm W\), with \(W=\sqrt{\pi^2+\varepsilon^2}\). The trace of \(H\) is zero, so each sign occurs twice. The branches are closest at \(\pi=0\), where the gap is \(2\varepsilon\). This happens at the time \(t_k=-k_z/eE\).

Far from this time the branches are well separated and the field hardly mixes them. At early times the two negative-energy states of the mode are filled. At late times a filled positive-energy state is an electron, and an empty negative-energy state is a positron. The task is to find how much of the initially filled branch ends up in the upper one.

## 3. Separating the two spin states

Let \(\mathbf n\) be the unit vector along \(\mathbf p_\perp\), or any transverse unit vector if \(\mathbf p_\perp=0\). Write \(A=\alpha_z\), \(B=\boldsymbol\alpha\cdot\mathbf n\) and \(C=\beta\). These three matrices anticommute with one another and have unit square. Define

\[
S=iABC .
\]

The product \(ABC\) commutes with each of its factors. Moving \(A\) through \(BC\) changes the sign twice, so \((ABC)A=A(BCA)=A(ABC)\). Moving \(C\) through \(AB\) likewise changes the sign twice. For \(B\), both \(B(ABC)\) and \((ABC)B\) equal \(-AC\). Since \(H\) is a combination of \(A\), \(B\) and \(C\), the operator \(S\) commutes with \(H(t)\) at every time.

Its square follows from

\[
(ABC)^2=A^2(BC)(BC)=-B^2C^2=-1,
\]

so \(S^2=i^2(-1)=1\). Reversing the three factors gives \((ABC)^\dagger=CBA=-ABC\). The factor \(i\) in \(S\) also changes sign under conjugation, so \(S^\dagger=S\). The eigenvalues of \(S\) are thus \(\pm1\).

Let \(D\) be the \(\alpha\) matrix along the transverse direction perpendicular to \(\mathbf n\). It anticommutes with \(A\), \(B\) and \(C\), and passing it through their product produces three minus signs. Hence \(DSD=-S\). The trace is unchanged on the left because \(D^2=1\), so \(\operatorname{tr}S=-\operatorname{tr}S=0\). Each eigenvalue of \(S\) belongs to a two-dimensional space. These two spaces are the two spin states of the mode, and the evolution does not connect them.

In either space put \(\Gamma=M/\varepsilon\). It has unit square and anticommutes with \(\alpha_z\), so \(\Gamma\alpha_z\Gamma=-\alpha_z\). The restriction of \(\alpha_z\) to the space is therefore traceless, and its eigenvalues are \(+1\) and \(-1\). Let \(|w\rangle\) be the normalized eigenvector with \(\alpha_z=+1\), and set \(|u\rangle=\Gamma|w\rangle\). Then

\[
\alpha_z|u\rangle=-\Gamma\alpha_z|w\rangle=-|u\rangle,\qquad
\Gamma|u\rangle=|w\rangle .
\]

In this basis \(\alpha_z\) is the Pauli matrix \(\sigma_z\) and \(\Gamma\) is \(\sigma_x\).

## 4. The Landau-Zener problem

Write \(v=eE\), and from here to the end of this half measure time from the crossing. Then \(\pi=vt\), and both spin states obey

\[
H=vt\,\sigma_z+\varepsilon\,\sigma_x .
\]

With \(\psi=w|w\rangle+u|u\rangle\), the amplitudes satisfy

\[
i\dot w=vt\,w+\varepsilon u,\qquad
i\dot u=\varepsilon w-vt\,u .
\tag{1}
\]

Without the coupling \(\varepsilon\), the energies \(vt\) and \(-vt\) would cross at \(t=0\). The coupling turns the crossing into an avoided one.

For large \(|t|\) the instantaneous eigenvectors approach \(|w\rangle\) and \(|u\rangle\). To see how fast, write \(H=W(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)\) with \(\cot\theta=vt/\varepsilon\). The eigenvectors are rotated through \(\theta/2\) from the basis vectors, so they couple to each other with strength \(|\dot\theta|/2\). Differentiating the cotangent gives \(|\dot\theta|=v\varepsilon/W^2\). Compared with the energy difference \(2W\), the coupling is

\[
\frac{|\dot\theta|/2}{2W}=\frac{v\varepsilon}{4W^3},
\]

which vanishes as \(|t|^{-3}\). The particle number of a mode is therefore well defined long before and long after its crossing.

At early times \(|w\rangle\) has energy \(vt<0\) and is the filled state. At late times the same state has energy \(vt>0\). A pair is created if the system stays in \(|w\rangle\), which means that it fails to follow the lower branch. If it follows that branch it ends in \(|u\rangle\), and the vacuum is restored. The pair number per mode and spin is

\[
N=\frac{|w(+\infty)|^2}{|w(-\infty)|^2}
\quad\text{for}\quad u(-\infty)=0 .
\tag{2}
\]

## 5. An integral that solves the equations

The second equation of (1) gives \(w=(i\dot u+vtu)/\varepsilon\). Insert this in the first equation, written as \(i\dot w-vtw=\varepsilon u\), and multiply by \(\varepsilon\):

\[
i(i\ddot u+vu+vt\dot u)-vt(i\dot u+vtu)=\varepsilon^2u .
\]

The terms with \(\dot u\) cancel, leaving

\[
\ddot u+(\varepsilon^2+v^2t^2-iv)u=0 .
\]

Set \(u=e^{ivt^2/2}g\). Its derivatives are

\[
\dot u=e^{ivt^2/2}(\dot g+ivtg),
\]
\[
\ddot u=e^{ivt^2/2}(\ddot g+2ivt\dot g+ivg-v^2t^2g).
\]

The last two terms of \(\ddot u\) cancel against \(-ivu\) and \(v^2t^2u\), so that

\[
\ddot g+2ivt\,\dot g+\varepsilon^2g=0,\qquad
w=\frac{i}{\varepsilon}e^{ivt^2/2}\dot g .
\tag{3}
\]

The expression for \(w\) is simple because \(i(ivtg)+vtg=0\).

The coefficients in (3) are at most linear in \(t\), so an integral over exponentials reduces the equation to first order. Try \(g=\int_CF(\omega)e^{i\omega t}d\omega\). Then \(\ddot g\) has the weight \(-\omega^2F\). For the middle term use \(it\,e^{i\omega t}=\partial_\omega e^{i\omega t}\) and integrate by parts:

\[
t\dot g=\int_C\omega F\,\partial_\omega e^{i\omega t}\,d\omega
=-\int_C(\omega F)'e^{i\omega t}\,d\omega .
\]

The boundary terms vanish if the integrand decays at both ends of \(C\). Equation (3) is satisfied if \(G=\omega F\) obeys

\[
-2ivG'+\frac{\varepsilon^2-\omega^2}{\omega}G=0 .
\]

Dividing by \(2ivG\) and using \(1/i=-i\) gives

\[
\frac{G'}{G}=-\frac{i\nu}{\omega}+\frac{i\omega}{2v},
\qquad \nu=\frac{\varepsilon^2}{2v} .
\]

Hence \(G=\omega^{-i\nu}e^{i\omega^2/4v}\), up to a constant factor, and

\[
g(t)=\int_C\omega^{-i\nu-1}
\exp\!\left(\frac{i\omega^2}{4v}+i\omega t\right)d\omega .
\tag{4}
\]

For \(\dot g\) the integrand is multiplied by \(i\omega\), which removes the factor \(1/\omega\).

Take for \(C\) the straight line \(\omega=a+e^{i\pi/4}x\), with \(a>0\) and \(x\) running from \(-\infty\) to \(\infty\). Far out on it the leading term of \(i\omega^2\) is \(-x^2\), and the remaining terms in the exponent grow at most linearly in \(x\), so the integrand decays. The line passes below the origin, which is a branch point. Place the branch cut on the positive imaginary axis and let \(\arg\omega=0\) for positive \(\omega\). Negative \(\omega\), reached from below, then has \(\arg\omega=-\pi\).

## 6. Early and late amplitudes

Completing the square in the exponent gives

\[
\frac{i\omega^2}{4v}+i\omega t
=\frac{i(\omega-\omega_s)^2}{4v}-ivt^2,
\qquad \omega_s=-2vt .
\]

On the line \(\omega=\omega_s+e^{i\pi/4}x\) the first term equals \(-x^2/4v\). The integrand is then a Gaussian of fixed width, centred on \(\omega_s\), times a power of \(\omega\).

At early times \(\omega_s=2v|t|\) is positive. The contour can be moved to \(a=\omega_s\) without touching the origin or the cut. As \(|t|\) grows, \(\omega^{-i\nu}\) tends to \(\omega_s^{-i\nu}\) across the Gaussian, and this has modulus one because \(\omega_s\) is positive. With \(\int e^{-x^2/4v}dx=\sqrt{4\pi v}\),

\[
|w(-\infty)|=\frac{\sqrt{4\pi v}}{\varepsilon} .
\]

In \(g\) there is an additional factor \(1/\omega\), which falls as \(1/|t|\). Therefore \(u(-\infty)=0\), and this contour describes the initially filled vacuum.

At late times \(\omega_s=-2vt\) is negative, and the line through it passes above the origin. The contour cannot be moved there freely. It follows the line up to the cut, descends along the left side of the cut, goes round the origin, climbs the right side and then continues along the line.

The loop does not contribute to \(w\) in the limit. On the cut \(\omega=is\) with \(s>0\), so \(e^{i\omega t}=e^{-st}\), while \(e^{i\omega^2/4v}=e^{-is^2/4v}\) has modulus one. The modulus of \(\omega^{-i\nu}\) is \(e^{\nu\arg\omega}\), which is \(e^{\pi\nu/2}\) on the right and \(e^{-3\pi\nu/2}\) on the left. The loop part of \(\dot g\) is thus bounded by

\[
\left(e^{\pi\nu/2}+e^{-3\pi\nu/2}\right)\int_0^\infty e^{-st}ds
=\frac{e^{\pi\nu/2}+e^{-3\pi\nu/2}}{t} .
\]

The small circle round the origin contributes nothing to \(\dot g\), since its integrand is bounded there. The part of the line beyond the cut lies at least \(2\sqrt2\,vt\) from the centre of the Gaussian, and is suppressed at least by \(e^{-2vt^2}\).

The Gaussian around \(\omega_s\) remains. There \(\arg\omega\to-\pi\), so \(|\omega^{-i\nu}|\to e^{-\pi\nu}\), and

\[
|w(+\infty)|=\frac{\sqrt{4\pi v}}{\varepsilon}\,e^{-\pi\nu} .
\]

The exponential suppression comes from the phase acquired by \(\omega\) on its way round the branch point. Squaring the ratio of the two amplitudes gives the pair number:

\[
\boxed{\,N=e^{-2\pi\nu}
=\exp\!\left[-\frac{\pi(m^2+p_\perp^2)}{eE}\right].\,}
\tag{5}
\]

No weak-field approximation has been made. Formula (5) holds for any ratio \(m^2/eE\), within the prescribed constant field.

# Second half: from one mode to the rate

## 7. Symbols and results carried over

The units are \(\hbar=c=1\), \(m\) is the electron mass and \(eE\) is the constant force on an electron along \(+z\). A mode has conserved canonical momentum \(\mathbf k\), transverse momentum \(\mathbf p_\perp\) and kinetic momentum \(\pi=k_z+eEt\) along the force. Its energies are \(\pm W=\pm\sqrt{\pi^2+\varepsilon^2}\), with \(\varepsilon^2=m^2+p_\perp^2\). They are closest at \(t_k=-k_z/eE\).

The mode splits into two independent two-level problems, one for each spin state. Each starts with its lower level filled and its upper level empty. After the crossing, the upper level is filled with probability

\[
N(p_\perp)=\exp\!\left[-\frac{\pi(m^2+p_\perp^2)}{eE}\right].
\]

## 8. What the probability means

Each two-level problem contains one electron. If it is found in the upper level, the lower level is empty. The filled upper level is an electron with kinetic momentum \((\mathbf p_\perp,\pi)\) and energy \(W\). The empty lower level is the absence of charge \(-e\), kinetic momentum \((\mathbf p_\perp,\pi)\) and energy \(-W\). Relative to the vacuum it is a particle of charge \(+e\), kinetic momentum \((-\mathbf p_\perp,-\pi)\) and energy \(W\), which is a positron. The pair has no total kinetic momentum, and the field drives its members apart.

A given mode and spin state therefore yields one pair with probability \(N\) and none with probability \(1-N\). The mean number is \(N\), which cannot exceed one, as the exclusion principle requires.

Two limits show what controls the result. As \(\varepsilon\to0\) the two levels decouple, the system stays in its initial state \(|w\rangle\), and \(N\to1\). In a weak field \(\varepsilon^2/eE\) is large, the system follows the lower branch almost completely, and \(N\) is exponentially small. As \(E\to0\), \(N\) vanishes faster than any power of \(E\), so no finite order of an expansion in powers of the field can produce it.

## 9. The same exponent from tunnelling

A constant field can also be described by the static potential energy \(-eEz\). A state of total energy \(\mathcal E\) then has local kinetic energy \(y=\mathcal E+eEz\), and its momentum along \(z\) obeys \(p_z^2=y^2-\varepsilon^2\). Between \(y=-\varepsilon\) and \(y=\varepsilon\) this is negative. The region is a barrier of length \(2\varepsilon/eE\) between the filled negative-energy states and the empty positive-energy states.

Inside the barrier the wave decays at the rate \(\sqrt{\varepsilon^2-y^2}\). With \(dz=dy/eE\), twice the integrated decay rate is

\[
\frac{2}{eE}\int_{-\varepsilon}^{\varepsilon}
\sqrt{\varepsilon^2-y^2}\,dy
=\frac{2}{eE}\,\frac{\pi\varepsilon^2}{2}
=\frac{\pi\varepsilon^2}{eE},
\]

because the integral is the area of a half disc of radius \(\varepsilon\). Leading semiclassical tunnelling thus gives the exponent of \(N\). On its own it does not fix the factor in front of the exponential. The solution of the crossing problem shows that this factor is one.

The barrier length also sets a condition on the field. It must be nearly uniform over a distance \(2\varepsilon/eE\), or the constant-field result does not apply. If \(\varepsilon^2\ll eE\), the length \(1/\sqrt{eE}\) is larger and takes its place, by the same scaling that section 11 applies to times.

## 10. Counting the crossings

In a volume \(V\) there are \(V\,d^3k/(2\pi)^3\) momentum modes in \(d^3k\), and each has two spin states. Suppose that the field acts for a time \(T\). A mode contributes \(N\) if its crossing time \(t_k=-k_z/eE\) falls in this interval. The corresponding range of \(k_z\) has length \(eET\). A shift of the zero of time moves this range but leaves its length unchanged.

Apart from effects of switching the field on and off, the pair density is

\[
n=2\int\frac{d^2p_\perp}{(2\pi)^2}\;\frac{eET}{2\pi}\;
N(p_\perp) .
\]

The transverse integral is Gaussian:

\[
\int d^2p_\perp\,e^{-\pi p_\perp^2/eE}
=\pi\int_0^\infty ds\,e^{-\pi s/eE}=eE,
\qquad s=p_\perp^2 .
\]

One factor \(eE\) comes from this area and the other from the sweep along the field. With the numerical factor \(2/(2\pi)^3=1/4\pi^3\), the mean number of pairs per volume and time is

\[
\boxed{\,R=\frac nT=\frac{(eE)^2}{4\pi^3}
\exp\!\left(-\frac{\pi m^2}{eE}\right).\,}
\tag{6}
\]

The factor two for spin is included in (6).

The same distribution gives the transverse spread of the created particles. With \(s=p_\perp^2\) and the normalized weight \((\pi/eE)e^{-\pi s/eE}\),

\[
\langle p_\perp^2\rangle
=\frac{\pi}{eE}\int_0^\infty ds\,s\,e^{-\pi s/eE}
=\frac{eE}{\pi} .
\tag{7}
\]

Along the field the distribution is broad. An electron whose mode crossed at \(t_k\) has been accelerated since then to \(\pi=eE(t-t_k)\). After a time \(T\) the occupied modes extend from \(\pi\) near zero to \(\pi\) near \(eET\).

## 11. How long the field must last

The counting assumes that most of the contributing modes complete their crossing while the field is constant. The levels lie close together for a time of order \(\varepsilon/eE\). If \(\varepsilon^2\ll eE\), another time matters. In the variable \(\sqrt{eE}\,t\), the two-level equations contain the single parameter \(\varepsilon/\sqrt{eE}\), so the natural time unit is \(1/\sqrt{eE}\). The duration \(T\) must be long compared with the larger of these two times, evaluated for typical \(p_\perp\).

Equation (6) is thus a rate per unit duration of a long field. It does not describe the occupation of instantaneous levels during a crossing, when the division into particles and vacuum is not sharp. Switching adds a contribution that does not grow with \(T\), provided that the two edges are far enough apart to act independently. This contribution need not be small. A fast switch creates pairs of its own, while \(R\) is exponentially small in a weak field. The total density is close to \(RT\) only if \(T\) is also long enough for \(RT\) to be much larger than the edge contribution.

## 12. Mean number and vacuum decay

The probability that no pair at all has been created is a different quantity. The two-level problems are independent, so this probability is the product of the factors \(1-N\). Write it as \(e^{-\Gamma VT}\). Taking the logarithm and counting modes as before,

\[
\Gamma=-\frac{2eE}{(2\pi)^3}\int d^2p_\perp\,
\ln\!\left[1-N(p_\perp)\right].
\]

Expand \(-\ln(1-N)=\sum_{n\ge1}N^n/n\). The power \(N^n\) is again a Gaussian, with transverse integral \((eE/n)e^{-n\pi m^2/eE}\). One factor \(1/n\) comes from the logarithm and one from the integral:

\[
\Gamma=\frac{(eE)^2}{4\pi^3}\sum_{n=1}^{\infty}
\frac{1}{n^2}\exp\!\left(-\frac{n\pi m^2}{eE}\right).
\tag{8}
\]

The first term of (8) is the mean pair rate \(R\). The later terms do not add pairs to the mean number. They arise because the logarithm of a no-pair probability is not linear in \(N\). The two rates agree when \(e^{-\pi m^2/eE}\ll1\).

## 13. Worked example: a field with \(eE=m^2\)

Choose the round value \(eE=m^2\). The pair numbers per mode and spin are

\[
N(0)=e^{-\pi}=0.0432,
\]
\[
N(m/2)=e^{-1.25\pi}=0.0197,\qquad
N(m)=e^{-2\pi}=0.00187 .
\]

These values can also be obtained without the Landau-Zener formula. The four-component Dirac equation was integrated from \(60/m\) before the crossing to \(60/m\) after it, in 12,000 steps of a fourth-order method built from matrix exponentials. The two initially filled states were then projected on the final positive-energy states. To the digits given above, the result is the same for all three momenta and for both spin states.

The rate (6) is

\[
R=\frac{e^{-\pi}}{4\pi^3}\,m^4
=\frac{0.0432}{124.0}\,m^4=3.484\times10^{-4}\,m^4 ,
\]

where unrounded values were used for the last number.

To obtain a rate from a field of finite duration, consider the smooth pulse

\[
eE(t)=\frac{m^2}{2}\left[
\tanh\frac{t+T/2}{\tau}-\tanh\frac{t-T/2}{\tau}\right],
\qquad \tau=\frac1m .
\]

Its time integral is \(m^2T\), so it transfers the same momentum as a constant force \(m^2\) of duration \(T\). Before and after the pulse the particle number is well defined. The two-level equations were integrated with the same fourth-order method on a grid of \(k_z\) with spacing \(0.1m\) and at 12 Gauss-Legendre points in \(p_\perp\) up to \(2.5m\). The final upper-level populations were summed with the mode density \(2/(2\pi)^3\). The pair densities are

\[
n(T=8/m)=2.492\times10^{-3}\,m^3,
\]
\[
n(T=16/m)=5.280\times10^{-3}\,m^3 .
\]

Their difference isolates the contribution of the additional flat part of the pulse:

\[
\frac{(5.280-2.492)\times10^{-3}\,m^3}{8/m}
=3.48\times10^{-4}\,m^4 .
\]

With unrounded densities the quotient is \(3.484\times10^{-4}m^4\). This is the rate found by counting crossings. In the longer pulse, modes \(5m\) outside the swept range of \(k_z\) have populations below \(10^{-15}\), which is negligible in the sums.

The densities themselves are smaller than \(RT\). For the two durations \(RT\) is \(2.787\times10^{-3}m^3\) and \(5.575\times10^{-3}m^3\), so in both cases the deficit is \(0.295\times10^{-3}m^3\). It does not grow with \(T\) and belongs to the edges of the pulse.

For slow switching, a deficit follows from applying (6) to the momentary force \(F(t)=eE(t)\). The ratio \(R(F)/F\) increases with \(F\), and \(F\) stays below \(m^2\). Therefore \(\int R(F)\,dt\) is less than \([R(m^2)/m^2]\int F\,dt=R(m^2)T\). The switching here is not slow compared with a crossing, so the argument does not strictly apply. It leaves out the effect of the time dependence of the edges themselves, and it fixes neither the size of the edge contribution nor, for such edges, its sign; both are taken here from the computation.

In the longer pulse, the modes with \(k_z=0\) cross in the middle of the flat part. Their mean squared transverse momentum is \(0.318m^2\), in agreement with \(eE/\pi=m^2/\pi\). The root-mean-square value is \(0.56m\).

For vacuum decay, the first three terms of the sum in (8), divided by the first, give

\[
\frac{\Gamma}{R}\simeq1+\frac{e^{-\pi}}4+\frac{e^{-2\pi}}9
=1.011 .
\]

Summing \(-\ln(1-N)\) over the same simulated modes, and again taking the difference between the two pulses, gives \(\Gamma=3.523\times10^{-4}m^4\). This is 1.1% above the simulated mean pair rate of \(3.484\times10^{-4}m^4\), as (8) requires.

## 14. SI units and a field ten times weaker

With \(\hbar\) and \(c\) restored, equation (6) becomes

\[
R=\frac{(eE)^2}{4\pi^3\hbar^2c}
\exp\!\left(-\frac{\pi m^2c^3}{\hbar eE}\right).
\]

The condition \(eE=m^2\) corresponds to \(E=m^2c^3/(e\hbar)=1.32\times10^{18}\) V/m. The rate unit \(m^4\) stands for \(m^4c^5/\hbar^4=1.348\times10^{58}\) m\(^{-3}\) s\(^{-1}\). The example therefore has

\[
R=3.484\times10^{-4}\times1.348\times10^{58}
=4.70\times10^{54}\ \mathrm{m^{-3}\,s^{-1}} .
\]

At one tenth of this field, \(1.32\times10^{17}\) V/m, the largest pair number per mode is \(e^{-10\pi}=2.27\times10^{-14}\). The rate is

\[
R=\frac{0.01}{4\pi^3}e^{-10\pi}m^4
=1.83\times10^{-18}m^4,
\]

or \(2.47\times10^{40}\) m\(^{-3}\) s\(^{-1}\). It is smaller than before by the factor \(5.26\times10^{-15}\). The prefactor accounts for \(10^{-2}\) of this, and the exponential for the remaining \(e^{-9\pi}\).

## 15. When the prescribed field fails

The created charges carry a current that weakens the field. Its effect can be estimated when most of the particles have become relativistic. After a time \(T\) there are \(RT\) pairs per volume, and each contributes about \(2e\) to the current density, because both members move at nearly unit speed and their currents add. In units where Maxwell's equation reads \(\dot E=-j\), the field lost is about

\[
\int_0^T2eRt\,dt=eRT^2 .
\]

The assumption of a prescribed field therefore requires

\[
\frac{eRT^2}{E}=\frac{e^2RT^2}{eE}
=\frac{e^2\,eE\,T^2}{4\pi^3}\,e^{-\pi m^2/eE}\ll1 .
\]

This upper limit on \(T\) must be compatible with the lower limit of section 11. The estimate leaves out the polarization current that accompanies the creation of the pairs, and it gives an order of magnitude only. For longer times the field and the particles must be evolved together, and neither \(N\) nor \(R\) can be used with a fixed value of \(E\).
